\section*{Why Ramified Copper Growth Often Begins near Sand's Time}

\section*{Question}

A flat copper cathode faces down into an unstirred copper sulfate solution with no other salt, so the lighter, depleted liquid stays beneath it. A constant current is switched on. The deposit is at first compact, and branched growth often appears close to Sand's time, the moment at which the salt concentration at the cathode would reach zero. Sand's time follows from diffusion towards a flat surface and contains nothing about the stability of that surface. Why should the two be connected?

\section*{The mechanism}

A bump on the cathode reaches into liquid that is richer in salt, so it receives more current than its surroundings. How much more depends on two resistances in series: transport through the liquid and charge transfer at the surface. While the surface holds plenty of salt, the bump meets a concentration that is larger by only a small fraction, and slow charge transfer responds weakly. The current stays nearly even.

As the surface salt runs out, the same difference in concentration becomes a large fraction of what is left. Charge transfer no longer levels the current, and transport distributes it, favouring protrusions. At Sand's time a second thing happens: a flat compact deposit can no longer draw the imposed current from a neutral solution, whereas a sparse, fast-moving front can. The first change strengthens the instability of the flat surface, which is weak while salt is plentiful; the second removes the neutral flat state itself.

\section*{How the surface loses its salt}

Let $y$ point from the cathode into the liquid, and let $J>0$ be the deposition current density. The salt is a dilute, electrically neutral $z{:}z$ electrolyte, so both ions have the concentration $c$. With $\psi=zF\phi/RT$, where $\phi$ is the electric potential, the cation and anion fluxes \emph{towards} the cathode are
\begin{equation}
P=D_+(c_y+c\,\psi_y),\qquad Q=D_-(c_y-c\,\psi_y).
\end{equation}
Subscripts $y$ and $t$ denote derivatives. The current fixes $P-Q=r$ with $r=J/(zF)$, and conservation gives $c_t=P_y=Q_y$. Dividing each flux by its diffusivity and adding removes the field:
\begin{equation}
\frac{P}{D_+}+\frac{Q}{D_-}=2c_y .
\label{sum}
\end{equation}
The $y$-derivative of this relation is $c_t(1/D_++1/D_-)=2c_{yy}$, hence
\begin{equation}
c_t=Dc_{yy},\qquad D=\frac{2D_+D_-}{D_++D_-}.
\end{equation}

Sulfate does not react, so $Q=0$ and $P=r$ at the cathode. Equation (\ref{sum}) then fixes the surface gradient,
\begin{equation}
G=c_y(0,t)=\frac{r}{2D_+}.
\end{equation}
The gradient $c_y$ itself obeys the diffusion equation, starts from zero and has the constant surface value $G$. In a half-space this gives $c_y=G\,\mathrm{erfc}(y/2\sqrt{Dt})$. Integrating from the surface to the bulk, where $c=c_0$, and using $\int_0^\infty\mathrm{erfc}\,u\,du=1/\sqrt\pi$,
\begin{equation}
c_s(t)=c_0-2G\sqrt{\frac{Dt}{\pi}}=c_0\left(1-\sqrt{\frac{t}{t_S}}\right),\qquad
t_S=\frac{\pi c_0^2}{4DG^2}.
\end{equation}

Two scales make the meaning clearer. Far from the cathode $c_y=0$, and equation (\ref{sum}) with $P=Q+r$ gives $-Q=(1-t_+)r$, where $t_+=D_+/(D_++D_-)$. The anions there drift away from the cathode at the speed
\begin{equation}
v=\frac{(1-t_+)J}{zFc_0}.
\end{equation}
Since $D/(1-t_+)=2D_+$, the length $c_0/G$ equals $D/v$. Define
\begin{equation}
\ell_0=\frac{c_0}{G}=\frac Dv,\qquad
\ell(t)=\frac{c_s}{G}=\ell_0\left(1-\sqrt{\frac t{t_S}}\right),\qquad
t_S=\frac{\pi D}{4v^2}.
\label{reserve}
\end{equation}
I call $\ell$ the reserve length: it is the distance over which the surface gradient would change the concentration by its whole surface value. It shrinks to zero at $t_S$.

\section*{How a bump divides the current}

Let the surface be $y=h\cos kx$ with $kh\ll1$. Its wavelength $2\pi/k$ is taken to be short compared with the diffusion layer. The perturbation then relaxes quickly, in a time of order $1/(Dk^2)$, and may be treated as steady; corrections are of relative order $1/(k\ell_0)$ once the diffusion layer has grown to a size comparable with $\ell_0$.

The anion flux is proportional to $c\nabla m$ with $m=\ln c-\psi$. Close to the cathode the flat state has almost no anion flux, so $m$ is uniform there. Its perturbation obeys $\nabla\cdot(c\nabla\delta m)=0$, has no normal flux at the surface and decays into the liquid. Multiplying by $\delta m$ and integrating by parts gives $\int c|\nabla\delta m|^2\,dV=0$, so $\delta m=0$. Hence
\begin{equation}
\psi=\ln c+\text{constant},
\end{equation}
and the cation flux towards the cathode is $D_+(\nabla c+c\nabla\psi)=2D_+\nabla c$. Steady conservation turns this into Laplace's equation for the perturbation, with the decaying solution $c_1e^{-ky}\cos kx$.

On the displaced surface the concentration differs from $c_s$ by the amplitude $\delta c_s=Gh+c_1$. The flux perturbation is therefore
\begin{equation}
\delta r=-2D_+kc_1=2D_+k(Gh-\delta c_s).
\label{transport}
\end{equation}

Charge transfer supplies the second relation. Treat it as one effective step, $r=r_f-r_b$. Let $\psi_m$ be the uniform potential of the metal in the same units as $\psi$, and $\psi_s$ that of the liquid at the surface. Curvature $\kappa$ raises the chemical potential of the metal by $\gamma\Omega\kappa$, with surface energy $\gamma$ and molar volume $\Omega$. With $\Gamma=\gamma\Omega/RT$,
\begin{align}
r_f&\propto c_s\exp[-\alpha(\psi_m-\psi_s+\Gamma\kappa)],\\
r_b&\propto \exp[(1-\alpha)(\psi_m-\psi_s+\Gamma\kappa)].
\end{align}
Along the surface $\psi_s=\ln c_s+\text{constant}$, so $r_f\propto c_s^{1+\alpha}e^{-\alpha\Gamma\kappa}$ and $r_b\propto c_s^{-(1-\alpha)}e^{(1-\alpha)\Gamma\kappa}$. The curvature amplitude is $k^2h$, positive at a crest. Linearising,
\begin{equation}
\delta r=A\frac{\delta c_s}{c_s}-B\Gamma k^2h,
\label{kinetics}
\end{equation}
with
\begin{equation}
A=(1+\alpha)r_f+(1-\alpha)r_b,\qquad B=\alpha r_f+(1-\alpha)r_b .
\end{equation}

From equation (\ref{transport}), $\delta c_s=Gh-\delta r/(2D_+k)$. Inserting this in equation (\ref{kinetics}) and multiplying by $2D_+kc_s/A$ gives
\begin{equation}
\delta r\left(1+\frac{2D_+kc_s}{A}\right)
=2D_+kGh-2D_+kc_s\frac BA\Gamma k^2h.
\end{equation}
Now $2D_+G=r$ and $2D_+c_s=r\ell$, so
\begin{equation}
\frac{\delta r}{r}=kh\,f,\qquad
f=\frac{1-(B/A)\Gamma\ell k^2}{1+k\ell r/A}.
\label{focus}
\end{equation}
A compact deposit advances at $V=\Omega r$, and the bump grows as $\dot h=\Omega\,\delta r$. Its growth rate is thus
\begin{equation}
\omega=Vkf .
\label{growth}
\end{equation}

This is the link between depletion and stability. Surface tension in the numerator and charge transfer in the denominator both act through $\ell$, and both lose their effect as $\ell\to0$. Then $f\to1$: the surface behaves as a perfect sink.

\section*{When the focusing switches on}

For slow charge transfer the backward rate is negligible, so $r_f=r$, $A/r=a=1+\alpha$ and $B/A=\alpha/a$. With surface tension set aside, two limits show what happens. For $k\ell\gg a$,
\begin{equation}
\frac{\delta r}{r}\simeq a\frac h\ell ,
\end{equation}
which is the weak response of the reaction to a small fractional excess of salt. For $k\ell\ll a$ the excess is $kh$, set by transport alone. The change occurs around $k\ell=a$, where $f=1/2$. Equation (\ref{reserve}) gives the time
\begin{equation}
\frac{t_{1/2}}{t_S}=\left(1-\frac{a}{k\ell_0}\right)^2 .
\label{half}
\end{equation}
Because $k\ell_0$ is large, this lies close to one. That is why focusing sets in close to Sand's time when charge transfer is slow.

Short waves may first be held stable by surface tension. Their release comes when the numerator of $f$ changes sign, at $\ell=a/(\alpha\Gamma k^2)$. This can happen well before $t_S$, but their growth stays slow until $k\ell$ has also fallen to about $a$.

\section*{Why focusing is not yet a branched deposit}

The accumulated linear growth is $S=\int_0^{t_S}\omega\,dt$. Neglect surface tension and set $p=1-\sqrt{t/t_S}$, so that $dt=-2t_S(1-p)\,dp$. With $K=k\ell_0/a$,
\begin{equation}
S=Vkt_S\int_0^1\frac{2(1-p)}{1+Kp}\,dp .
\end{equation}
Writing $1-p=(1+1/K)-(1+Kp)/K$ splits the integral into a logarithm and a constant:
\begin{equation}
S=\frac{2Vkt_S}{K}\left[\left(1+\frac1K\right)\ln(1+K)-1\right].
\end{equation}
The prefactor follows from $k/K=a/\ell_0$ and $t_S=\pi\ell_0/(4v)$:
\begin{equation}
S=\frac{\pi a}{2}\frac Vv\left[\left(1+\frac1K\right)\ln(1+K)-1\right],\qquad
\frac Vv=\frac{\Omega c_0}{1-t_+}.
\label{exponent}
\end{equation}
The ratio $V/v$ is small because a dilute solution contains little copper per volume. A bump of the wavelengths considered here therefore hardly grows before $t_S$. Depletion changes how existing roughness shares the current; it does not complete a long exponential amplification.

\section*{Why the compact front falls behind}

Consider a front advancing at speed $s$ and collecting the whole current. Anions do not cross it. In its frame the anion flux towards it is $Q+sc$, which vanishes at the front and equals $(s-v)c_0$ far away. The missing salt per area, $M=\int(c_0-c)\,dy$, therefore obeys
\begin{equation}
\dot M=(v-s)c_0 .
\end{equation}
A steady profile requires $s=v$: the front must keep pace with the retreating anions. A compact front has $s=V\ll v$ and falls behind. If the current is to stay fixed in a solution that remains neutral, with copper deposition carrying all of it and the liquid at rest, the metal must fill less space. Without neutrality, a flat deposit could keep the current for a while through a widening layer of space charge, but the voltage would rise steeply. In a real cell the reduction of water can carry part of the current, and at a vertical cathode natural convection can bring fresh salt, even before $t_S$. Copper conservation for a front of solid fraction $\varphi$ reads $\varphi s/\Omega=r$, so at $s=v$
\begin{equation}
\varphi=\frac Vv=\frac{\Omega c_0}{1-t_+}.
\end{equation}

Such a front also restores the surface salt. Solving equation (\ref{sum}) with $P=Q+r$ gives $Q=Dc_y-vc_0$. The steady condition $Q+vc=0$ then has the solution
\begin{equation}
c=c_0-(c_0-c_*)e^{-vy/D},
\end{equation}
where $y$ is now measured from the front and $c_*$ is the concentration there. The missing salt is $M=(c_0-c_*)D/v$. Suppose the new front takes over at $t_S$. The stationary cathode has by then built up $M=vc_0t_S=\pi c_0D/(4v)$, and $M$ is conserved afterwards. Hence
\begin{equation}
c_*=\left(1-\frac\pi4\right)c_0 .
\end{equation}

This balance treats the sparse front as flat on average. It shows that such a front can carry the current; it does not derive the branches, their spacing or the time they need to form. A plausible route is that protrusions which take a growing share of the current advance much faster than $V$, since the same copper is laid down on less area. That nonlinear step is a conjecture here.

\section*{Numbers for a copper sulfate solution}

At the concentration used here, real copper sulfate is not ideal and some of its ions are paired. The numbers therefore illustrate the dilute model rather than predict a particular cell. Take the rounded model parameters $c_0=100\ \mathrm{mol\,m^{-3}}$, $J=200\ \mathrm{A\,m^{-2}}$, $T=298$ K, $D_+=7.0\times10^{-10}$ and $D_-=1.1\times10^{-9}\ \mathrm{m^2\,s^{-1}}$. For the metal, $\Omega=7.1\times10^{-6}\ \mathrm{m^3\,mol^{-1}}$ and $\gamma=1.0\ \mathrm{J\,m^{-2}}$. The transfer coefficient is $\alpha=0.25$, so $a=1.25$, and the exchange current density at $c_0$ is $10\ \mathrm{A\,m^{-2}}$.

These give $r=1.036\times10^{-3}\ \mathrm{mol\,m^{-2}\,s^{-1}}$ and $D=8.556\times10^{-10}\ \mathrm{m^2\,s^{-1}}$. Then
\begin{align}
G&=\frac{1.036\times10^{-3}}{2(7.0\times10^{-10})}=7.40\times10^5\ \mathrm{mol\,m^{-4}},\\
\ell_0&=\frac{100}{7.40\times10^5}\ \mathrm m=135\ \mu\mathrm m,\\
t_S&=\frac{\pi(8.556\times10^{-10})}{4(6.334\times10^{-6})^2}\ \mathrm s=16.75\ \mathrm s,
\end{align}
where $v=6.334\times10^{-6}\ \mathrm{m\,s^{-1}}$. A two-ion calculation gives the same Sand's time to the digits shown. Letting the compact deposit advance into liquid at rest delays depletion by only 0.14 percent; if the deposit pushes the liquid ahead of it, even this delay disappears.

Follow a bump with wavelength $10\ \mu$m and height $0.5\ \mu$m, for which $k\ell_0=84.9$ and $kh=0.314$. The last column is the relative current excess at the crest in this linear theory. For a bump this high, terms of second order in $kh$ are not negligible. The added area lowers the current per unit surface everywhere by about $(kh)^2/4\simeq2.5$ percent, and the effective surface shifts by about $kh^2/2\simeq0.08\ \mu$m, more than $\ell$ in the last row. With these terms kept, the $\cos kx$ part of the current corresponds to $f\simeq0.71$ and $0.90$ in the last two rows; the trend is unchanged.
\begin{center}
\begin{tabular}{cccc}
$t/t_S$ & $\ell$ ($\mu$m) & $f$ & excess\\
0.25 & 67.5 & 0.028 & 0.9\%\\
0.90 & 6.9 & 0.22 & 7\%\\
0.99 & 0.68 & 0.75 & 23\%\\
0.999 & 0.07 & 0.97 & 30\%
\end{tabular}
\end{center}
Most of the change falls in the last tenth of Sand's time. Equation (\ref{half}) puts the midpoint at
\begin{equation}
\frac{t_{1/2}}{t_S}=\left(1-\frac{1.25}{84.9}\right)^2=0.971 .
\end{equation}

The focusing formula was tested against a time-dependent calculation of both the concentration and potential perturbations, which assumes neither Laplace's equation nor uniform $m$. At the tested times up to $0.99\,t_S$ the largest difference was 1.3 percent of the value $f$ would have without surface tension. That set includes a wave of $1\ \mu$m, which surface tension holds stable until $0.453\,t_S$ in both calculations.

For the $10\ \mu$m bump $K=84.9/1.25=67.9$, and $V/v=1.16\times10^{-3}$. The bracket in equation (\ref{exponent}) is 3.3, so
\begin{equation}
S=\frac{\pi(1.25)}2(1.16\times10^{-3})(3.3)\simeq7.5\times10^{-3}.
\end{equation}
The bump amplitude has grown by less than one percent at $t_S$. Even with $f=1$, its linear growth time $1/(Vk)$ is 216 s, far longer than $t_S$. For a bump this wide to turn into a branch within seconds, current would have to concentrate on it nonlinearly. Finer bumps grow faster, in proportion to $k$, once $f$ is near one.

The compact film is only 123 nm thick at $t_S$. Its speed would have to rise by a factor of 861 to match the anions. A front that does so has a solid fraction of about 0.12 percent. In the numerical test its surface concentration recovers to $0.215\,c_0$, in agreement with $1-\pi/4$. A front at half the required speed ends with a negative concentration, so the neutral model does not sustain it.

\section*{Why ``often'' and not ``at once''}

\textbf{Stirring.} If convection holds the diffusion layer at thickness $\delta$, the steady profile is linear and $c_s=c_0-G\delta$. For $\delta<\ell_0$ the surface never empties and there is no Sand's time. With $\delta=108\ \mu$m the concentration settles at $0.20\,c_0$, hence $\ell=27\ \mu$m. The $10\ \mu$m bump then has $k\ell\simeq17$ and $f\simeq0.07$: the current remains mostly levelled, though slow growth can still accumulate during a long deposition.

\textbf{Fast charge transfer.} While the surface still holds plenty of salt, a large exchange current makes $r_f$ and $r_b$ much larger than their difference $r$. Then $A/r$ is large and the denominator of $f$ levels the current less. Raising the exchange current density to $4000\ \mathrm{A\,m^{-2}}$ increases $f$ at $0.25\,t_S$ from 0.028 to 0.34. Partial focusing is then present long before Sand's time, although the flat state still loses its salt at the same moment. Since $f\le1$, the exponent for this wavelength up to $t_S$ remains below $16.75/216\simeq0.08$.

\textbf{Loss of neutrality.} The neutral description needs a local Debye length shorter than $\ell$. With the bulk Debye length $\lambda_D$, the two are equal when
\begin{equation}
\lambda_D\sqrt{\frac{c_0}{c_s}}=\ell_0\frac{c_s}{c_0}
\quad\Longrightarrow\quad
\frac{c_s}{c_0}=\left(\frac{\lambda_D}{\ell_0}\right)^{2/3}.
\end{equation}
For a relative permittivity of 78, $\lambda_D=0.48$ nm and this estimate gives $c_s/c_0\simeq2.3\times10^{-4}$, reached near $0.9995\,t_S$. At that point neutrality has already failed completely. The relative charge imbalance implied by the neutral solution is twice the square of the local Debye length divided by $\ell$: about 2.5 percent at $0.998\,t_S$ and 20 percent at $0.999\,t_S$, so the last row of the table lies at the edge of the neutral description. The focusing of the $10\ \mu$m bump is nearly complete by then. This estimate holds for a pure binary salt only. Real copper sulfate is mildly acidic, and protons migrate to the cathode. With $0.03$ to $0.1\ \mathrm{mol\,m^{-3}}$ of non-reacting protons in the bulk, they carry a third or more of the positive charge at the surface once copper there has fallen to $0.005\,c_0$. Copper then runs out at about $0.98$ to $0.99\,t_S$ in a liquid that is still neutral, and the relation $\psi=\ln c+\text{constant}$ stops applying before space charge matters.

In a neutral liquid at rest, Sand's time thus marks the moment after which diffusion can no longer supply a flat compact deposit at the imposed rate. With slow kinetics it also marks the end of levelling by charge transfer. The moment at which branches become visible depends in addition on the initial roughness and on the nonlinear growth that follows. The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
bulk salt concentration: 100 mol/m^3
current density: 200 A/m^2; temperature: 298 K
cation diffusivity: 7.00e-10 m^2/s
anion diffusivity: 1.10e-09 m^2/s
copper molar volume: 7.10e-06 m^3/mol
surface energy: 1.0 J/m^2
transfer coefficient: 0.25; a = 1.25
exchange current density, slow case: 10 A/m^2
exchange current density, fast case: 4000 A/m^2
relative permittivity: 78
salt diffusivity: 8.556e-10 m^2/s
cation transference number: 0.389
deposition rate r: 1.036e-03 mol/(m^2 s)
surface gradient G: 7.403e+05 mol/m^4
anion drift speed v: 6.334e-06 m/s
compact deposit speed V: 7.359e-09 m/s
speed ratio v/V: 861
solid fraction of front at speed v: 1.16e-03
initial reserve length ell0: 135.1 um
capillary length Gamma: 2.87 nm
Sand's time, formula: 16.75 s
Sand's time, two-ion numerics: 16.75 s
relative delay from deposit motion: 1.41e-03
compact thickness at Sand's time: 123 nm
bump wavelength: 10 um; height: 0.5 um
k*ell0: 84.9; k*h: 0.314
t/t_S, c_s/c0, ell (um), f formula, f numerics, excess (%)
0.250, 0.50000, 67.540, 0.0282, 0.0278, 0.89
0.500, 0.29289, 39.564, 0.0474, 0.0470, 1.49
0.900, 0.05132, 6.932, 0.2226, 0.2212, 6.99
0.990, 0.00501, 0.677, 0.7460, 0.7426, 23.44
0.999, 0.00050, 0.068, 0.9671, 0.9625, 30.38
largest scaled error of f, tested points: 1.3 %
f = 1/2 at t/t_S, formula: 0.9708
f = 1/2 at t/t_S, numerics: 0.9711
short wavelength: 1 um
its capillary release at t/t_S, formula: 0.453
its capillary release at t/t_S, numerics: 0.453
growth exponent up to t_S, formula: 7.52e-03
growth exponent up to 0.999 t_S, numerics: 7.34e-03
linear growth time 1/(V*k) at f = 1: 216 s
f at t/t_S = 0.25, slow kinetics: 0.0278
f at t/t_S = 0.25, fast kinetics: 0.3403
recovered c_s/c0, front at v, numerics: 0.215
recovered c_s/c0, formula: 0.215
stirred layer thickness: 108.1 um
steady c_s/c0 in stirred layer, numerics: 0.200
bulk Debye length: 0.48 nm
c_s/c0 where neutrality fails: 2.3e-04
t/t_S where neutrality fails: 0.99953
\end{verbatim}
